# Dudarev Energy of a Two-Orbital Occupation Matrix with Equal Entries

## Problem

An oxygen vacancy in a transition-metal oxide can leave an electron in the d shell of a neighbouring metal ion. In a DFT+U calculation, the energy correction for that shell depends on its occupation matrix. Suppose that, in two orthonormal real orbitals 1 and 2, one spin channel has

\[
n=\begin{pmatrix}1/2&1/2\\1/2&1/2\end{pmatrix},
\]

and that all other occupations of the shell, including those of the other spin, are zero. The Dudarev correction is

\[
E=\frac U2\sum_\sigma \mathrm{Tr}\left(n_\sigma-n_\sigma^2\right),\qquad U=U_C-J,
\]

where \(\sigma\) labels spin, \(U_C\) is the average Coulomb parameter of the shell and \(J\) its average exchange parameter. Throughout, \(U\) without a subscript means this difference.

(a) Estimate the correction from the diagonal occupations alone.

(b) Evaluate the Dudarev energy with the full matrix.

(c) Explain any disagreement, and find what it does to the orbital potential and to the localization of a defect electron. Use \(U=4\) eV, a rough typical size for Ti 3d orbitals.

## First estimate by scaling

The only energy in the correction is \(U\), so the answer must be \(U\) times a pure number. For a single orbital of occupation \(f\), that number is \((f-f^2)/2\). It vanishes for an empty or a full orbital and is largest at half filling, where it equals

\[
\frac12\left(\frac12-\frac14\right)=\frac18 .
\]

The diagonal of \(n\) appears to describe two half-filled orbitals. Adding their contributions gives

\[
E_{\rm diag}=\frac U2\sum_m\left(n_{mm}-n_{mm}^2\right)
=2\cdot\frac U8=\frac U4 .
\]

With \(U=4\) eV this is 1 eV. The estimate assumes that the diagonal entries are the occupations of independent orbitals. The off-diagonal entries, which are just as large, have not been used.

## Exact solution

### Where the matrix formula comes from

Let \(N_\sigma=\mathrm{Tr}\,n_\sigma\) and \(N=\sum_\sigma N_\sigma\). In mean field, replace the orbital-dependent interactions by their averages: \(U_C\) for a pair of opposite spins and \(U_C-J\) for a pair of equal spins in different orbitals. In a basis where \(n_\sigma\) is diagonal with occupations \(f_i\), the equal-spin pairs contribute

\[
\frac{U_C-J}{2}\sum_{i\ne j}f_if_j
=\frac{U_C-J}{2}\left(N_\sigma^2-\sum_i f_i^2\right).
\]

The last sum is \(\mathrm{Tr}\,n_\sigma^2\), a form that holds in every orthonormal basis. The interaction energy is therefore

\[
E_{\rm int}=\frac{U_C}{2}\sum_\sigma N_\sigma N_{-\sigma}
+\frac{U_C-J}{2}\sum_\sigma\left(N_\sigma^2-\mathrm{Tr}\,n_\sigma^2\right).
\]

The density functional already contains an average interaction. In the fully localized convention, the part to be subtracted is

\[
E_{\rm dc}=\frac{U_C}{2}N(N-1)-\frac J2\sum_\sigma N_\sigma(N_\sigma-1).
\]

Since \(N(N-1)=\sum_\sigma N_\sigma N_{-\sigma}+\sum_\sigma N_\sigma(N_\sigma-1)\), this can be written as

\[
E_{\rm dc}=\frac{U_C}{2}\sum_\sigma N_\sigma N_{-\sigma}
+\frac{U_C-J}{2}\sum_\sigma\left(N_\sigma^2-N_\sigma\right).
\]

In the difference \(E_{\rm int}-E_{\rm dc}\), the opposite-spin terms and the terms in \(N_\sigma^2\) cancel. What remains is

\[
\frac U2\sum_\sigma\left(N_\sigma-\mathrm{Tr}\,n_\sigma^2\right),
\]

which is the Dudarev energy. The quadratic term is the trace of a matrix product, not a sum of squared diagonal entries.

### The energy

Each entry of \(n^2\) is a row of \(n\) multiplied into a column:

\[
(n^2)_{mm'}=\frac12\cdot\frac12+\frac12\cdot\frac12=\frac12 .
\]

Thus \(n^2=n\). Both traces equal 1, and

\[
E=\frac U2(1-1)=0 .
\]

The empty spin channel adds nothing.

The eigenvectors show what the matrix describes. Let

\[
v=\frac1{\sqrt2}\begin{pmatrix}1\\1\end{pmatrix},\qquad
u=\frac1{\sqrt2}\begin{pmatrix}1\\-1\end{pmatrix}.
\]

Direct multiplication gives \(nv=v\) and \(nu=0\). One orbital is full and the other is empty. The electron occupies the combination \(v\), which is not one of the two basis orbitals. There is no fractional occupation to penalize.

## Comparison of the two results

### The missing term

For a Hermitian matrix,

\[
\mathrm{Tr}\,n^2=\sum_{m,m'}n_{mm'}n_{m'm}=\sum_{m,m'}|n_{mm'}|^2 .
\]

The diagonal formula keeps only the terms with \(m=m'\). Its error for one spin channel is therefore

\[
E_{\rm diag}-E=\frac U2\sum_{m\ne m'}|n_{mm'}|^2 .
\]

For positive \(U\) the error is never negative, and it vanishes only when \(n\) is diagonal in the chosen basis. Here there are two off-diagonal entries, so it is \((U/2)\cdot2\cdot(1/4)=U/4\). The whole of the first estimate is error.

The estimate would be right for a different matrix, \(\mathrm{diag}(1/2,1/2)\). Its eigenvalues are both 1/2, and its Dudarev energy is \(U/4\), or 1 eV. The two matrices have the same diagonal but describe different states: one electron in a definite orbital, and an equal mixture with no coherence between the orbitals. A diagonal formula cannot distinguish them.

### Dependence on orientation and on filling

Let a full orbital make an angle \(\theta\) with the first basis orbital, so that its components are \(\cos\theta\) and \(\sin\theta\). Then \(n_{12}=n_{21}=\cos\theta\sin\theta\), and

\[
E_{\rm diag}-E=U\cos^2\theta\sin^2\theta=\frac U4\sin^2 2\theta .
\]

For \(U=4\) eV the error is 0.25 eV at 15°, 0.75 eV at 30° and 1 eV at 45°, and it vanishes at 0° and 90°. The Dudarev energy is zero at every angle. The diagonal formula thus adds an artificial energy that favours orbitals aligned with the chosen basis and competes with the real crystal field.

A second case is a partly filled orbital at 45°, with \(n=f\,vv^T\) and \(0\le f\le1\). Its eigenvalues are \(f\) and 0, while its four entries are all \(f/2\). Hence

\[
E=\frac U2 f(1-f),\qquad
E_{\rm diag}=\frac U2\cdot2\left(\frac f2-\frac{f^2}{4}\right)
=\frac U2\left(f-\frac{f^2}{2}\right),
\]

and the error is \(Uf^2/4\). At small filling both energies approach \(Uf/2\), because the error is of second order in \(f\). At \(f=1\) the true energy vanishes and the error reaches \(U/4\).

### The orbital potential

The correction acts on the orbitals through \(V_{mm'}=\partial E/\partial n_{m'm}\), with the matrix entries varied independently. The linear term contributes \(\delta_{mm'}\). In \(\mathrm{Tr}\,n^2=\sum_{ab}n_{ab}n_{ba}\), the entry \(n_{m'm}\) multiplies \(n_{mm'}\) twice, so the derivative is \(2n_{mm'}\). Therefore

\[
V_{mm'}=U\left(\frac{\delta_{mm'}}2-n_{mm'}\right),\qquad
V=\begin{pmatrix}0&-U/2\\-U/2&0\end{pmatrix}.
\]

Acting on the eigenvectors gives \(Vv=-(U/2)v\) and \(Vu=+(U/2)u\). The filled orbital is lowered by 2 eV and the empty one raised by 2 eV.

In the diagonal formula, the diagonal derivative is \((U/2)(1-2\cdot\tfrac12)=0\). The off-diagonal derivatives also vanish, because those entries do not appear in \(E_{\rm diag}\). The whole potential is zero, and the 4 eV contribution to the level separation is lost. This comparison holds the occupation matrix fixed. The 4 eV is not a prediction of a band gap, since in a solid these orbitals mix with others and the occupations respond to the potential.

### Localization of a defect electron

Now let the electron be shared equally between two metal sites, in the same 45° orbital on each. The Dudarev correction uses a separate occupation matrix for each site, so each site has \(f=1/2\). From the formulas above,

\[
E_{\rm shared}=2\cdot\frac U2\cdot\frac12\cdot\frac12=\frac U4,
\qquad
E_{\rm diag,shared}=2\cdot\frac U2\left(\frac12-\frac18\right)=\frac{3U}{8}.
\]

On a single site the corresponding energies are 0 and \(U/4\). The full formula therefore favours localization by \(U/4\), or 1 eV, and the diagonal formula by only \(3U/8-U/4=U/8\), or 0.5 eV. These are differences in the U correction alone. The rest of the total energy must be added before the stable state is known. It includes the kinetic energy gained by sharing, the lattice relaxation gained by localizing, and the error of the underlying density functional, which need not be the same for shared and localized states.

## Worked case: an excess electron in rutile TiO₂

Rutile gives a concrete reason for the 45° orientation. Let \(x,y,z\) be the crystal axes, with \(z\) along \(c\). The unit cell has two Ti sites, whose oxygen octahedra differ by a quarter turn about \(c\). At one of them, the natural axes of the octahedron are

\[
x'=\frac{x+y}{\sqrt2},\qquad y'=\frac{y-x}{\sqrt2},\qquad z .
\]

Two of the Ti–O bonds lie along \(\pm x'\). The other four lie in the \(y'z\) plane, at roughly 45° to \(y'\) and \(z\). The orbital \(x'z\) has no lobes along these bonds in the ideal octahedron and belongs to the t2g group. In crystal axes,

\[
d_{x'z}=\frac{d_{xz}+d_{yz}}{\sqrt2}.
\]

One electron in this orbital has \(n_{mm'}=v_mv_{m'}\), with both components equal to \(1/\sqrt2\). All four entries are 1/2, as in the problem. At the other Ti site the corresponding orbital has off-diagonal entries of \(-1/2\), which give the same energies. The orbital is chosen as an illustration, with no claim that it is the ground state; crystal-field estimates for the undistorted site tend to place the t2g orbital \(y'^2-z^2\) lower. The error depends on which orbital is filled. The orbital \(y'^2-z^2\) has components of magnitude \(\sqrt3/2\) on \(3z^2-r^2\) and \(1/2\) on \(xy\), so its diagonal-only error is \(U\cdot\frac34\cdot\frac14=0.75\) eV. The orbital \(x'y'\) coincides with \(x^2-y^2\) up to sign and has no error.

### Covalency

Bonding with oxygen also places charge in the d shell. As a rough model, take an occupation of 0.90 for \(x'z\) in the majority spin. In both spins, each of the two eg orbitals, which point at the oxygen neighbours, holds 0.25. Every other t2g orbital holds 0.05, and so does \(x'z\) in the minority spin. These occupations are eigenvalues of the two spin matrices, so the Dudarev energy follows from \(\sum f(1-f)\):

\[
\begin{aligned}
\text{majority: }&0.09+2(0.1875)+2(0.0475)=0.5600,\\
\text{minority: }&2(0.1875)+3(0.0475)=0.5175,\\
E={}&(2\ \text{eV})(1.0775)=2.155\ \text{eV}.
\end{aligned}
\]

The diagonal formula in crystal axes gives 2.678 eV. Its error is 0.52 eV, about 24% of the full Dudarev energy.

The reduction from 1 eV can be traced. The orbitals \(xz\) and \(yz\) span the same space as \(x'z\) and the eg orbital \(y'z\). At 45°, the off-diagonal entry is half the difference of the two occupations: \((0.90-0.25)/2=0.325\) for the majority spin and \((0.05-0.25)/2=-0.10\) for the minority. Each channel contributes \(U\) times the square of its entry, which gives 0.4225 eV and 0.04 eV.

The other eg orbital, \(3x'^2-r^2\), has components \(-1/2\) on \(3z^2-r^2\) and \(\sqrt3/2\) on \(xy\). Its occupation exceeds that of the two remaining t2g orbitals by 0.20, so the off-diagonal entry has magnitude \(0.20\cdot\sqrt3/4=0.0866\). This adds 0.03 eV per spin. The sum is \(0.4225+0.04+0.06=0.5225\) eV.

### Exchange anisotropy and temperature

The Dudarev form averages over the orbital dependence of the interaction. The rotationally invariant functional that retains it was evaluated with \(U_C=4.6\) eV and \(J=0.6\) eV, which leaves \(U=4\) eV. It gives zero for the pure electron. For the covalent shell it differs from the Dudarev energy by about 0.0001 eV. This was found only for these occupations and for the ratio of Slater integrals \(F_4/F_2=0.625\) used in the program. It should not be carried over to other occupations or ratios. It also concerns the energy only. For the pure electron, the separation between the filled \(x'z\) level and the empty same-spin levels becomes about 3.9 eV for \(y'z\), \(x'y'\) and \(y'^2-z^2\), and about 4.3 eV for \(3x'^2-r^2\), instead of 4 eV.

At 358 K, \(k_BT\) is 0.031 eV. If the occupied orbital is the lowest t2g level and another lies 0.3 eV higher, an assumed splitting not computed for rutile, the thermal occupation of the upper orbital is \(p=6.0\times10^{-5}\). Inserting the averaged matrix \(\mathrm{diag}(1-p,p)\) gives \(Up(1-p)\approx0.00024\) eV. For these inputs, temperature has a negligible effect on the comparison.

### Relation to real devices

Titanium dioxide is used in resistive memory, where oxygen vacancies and the electrons they release take part in conduction. The value \(U=4\) eV is a rough choice for Ti 3d. A suitable value depends on the projector orbitals and on the property studied. In the real oxide, bonding with oxygen also places charge in the rest of the d shell. In the rough covalent model, this charge and the lower occupation of the defect orbital together reduce the diagonal-only error from 1.0 to 0.52 eV. Device films may also be amorphous or contain other phases, so the local axes need not lie at 45° to the coordinate axes. If \(\theta\) were spread uniformly within the two-orbital space, the mean of \(\sin^22\theta\) would be 1/2, and the mean error for a pure electron would be \(U/8\), or 0.5 eV. Part of this error cancels when localized and shared states are compared. For a pure electron shared equally by two sites in the same orbital, the total error is half that of the localized state, so the mean error in the energy difference is \(U/16\), or 0.25 eV. That can still matter when the two states are close in energy. These means do not describe a fully amorphous film. There the axes tilt in three dimensions, the orbital can spread over all five basis orbitals, and the error usually exceeds \(U/4\). For a pure electron averaged over all orientations, each of the five components has a mean fourth power of \(3/35\), so the mean error is \((U/2)(1-3/7)=2U/7\), or 1.14 eV.

When only diagonal occupations are available, the formula can be used safely if the symmetry of the electronic state itself makes the matrix diagonal in that basis. The symmetry of the lattice site is not enough, because a localized electron can break it. Otherwise the error is \((U/2)\sum_{m\ne m'}|n_{mm'}|^2\) per spin channel, which cannot be judged from the diagonal alone. Unless the off-diagonal entries are known to be small, the full matrix is needed, either in \(\mathrm{Tr}\,n^2\) or through its eigenvalues. The main values are listed in the numerical output.

## Computed values

```
Effective U: 4.0000 eV
Exchange J: 0.6000 eV
Average Coulomb U_C: 4.6000 eV
n[xz,xz]: 0.5000 (no unit)
n[xz,yz]: 0.5000 (no unit)
n[yz,xz]: 0.5000 (no unit)
n[yz,yz]: 0.5000 (no unit)
Smaller eigenvalue of n: 0.0000 (no unit)
Larger eigenvalue of n: 1.0000 (no unit)
Trace of n: 1.0000 (no unit)
Trace of n squared: 1.0000 (no unit)
Dudarev energy: 0.0000 eV
Diagonal-only energy: 1.0000 eV
Dudarev energy of diag(1/2,1/2): 1.0000 eV
Diagonal-only error at 0 degrees: 0.0000 eV
Diagonal-only error at 15 degrees: 0.2500 eV
Diagonal-only error at 30 degrees: 0.7500 eV
Diagonal-only error at 45 degrees: 1.0000 eV
Diagonal-only error at 60 degrees: 0.7500 eV
Diagonal-only error at 90 degrees: 0.0000 eV
Potential on filled orbital: -2.0000 eV
Potential on empty orbital: 2.0000 eV
Largest diagonal-only potential entry: 0.0000 eV
Electron shared by two sites, Dudarev energy: 1.0000 eV
Covalent model: defect orbital occupation: 0.90 (no unit)
Covalent model: each sigma (eg) occupation: 0.25 (no unit)
Covalent model: each other t2g occupation: 0.05 (no unit)
Covalent shell, Dudarev energy: 2.1550 eV
Covalent shell, diagonal-only energy: 2.6775 eV
Covalent shell, diagonal-only error: 0.5225 eV
Slater integral F2: 5.1692 eV
Slater integral F4: 3.2308 eV
Pure electron, anisotropic functional: 0.0000 eV
Covalent shell, anisotropic functional: 2.1551 eV
Covalent shell, anisotropic minus Dudarev: 0.0001 eV
Temperature: 358 K
Thermal energy kT: 0.0309 eV
Assumed t2g splitting: 0.30 eV
Thermal occupation of upper orbital: 0.000060 (no unit)
Dudarev energy of thermal average: 0.000239 eV
```
